# The tunnelling exponent of a uniformly tilted direct gap: test program

```python
"""Direct-gap tunnelling exponent of the Kane two-band model.

Result under test (Hartree atomic units):
    T = exp(-B),  B = pi * sqrt(m_r) * gap**1.5 / (2 * force)
gap    direct band gap; energies are measured from midgap
m_r    reduced mass, 1/m_r = 1/m_c + 1/m_v
force  charge times uniform electric field; local energy = force * x
P      interband coupling in H(k) = [[gap/2, P k], [P k, -gap/2]] + c k^2/2
c      coefficient of the k^2/2 term common to both bands (1 = free electron)
kappa  decay constant, k = i kappa, inside the gap
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import minimize_scalar

SIGMA_X = np.array([[0.0, 1.0], [1.0, 0.0]])
SIGMA_Z = np.diag([1.0, -1.0])


def coupling(gap, m_r):
    return 0.5 * np.sqrt(gap / m_r)


def exponent_formula(gap, m_r, force):
    return np.pi * np.sqrt(m_r) * gap**1.5 / (2 * force)


def wavevectors(energy, gap, P, c=1.0):
    """All complex k with det[H(k) - energy] = 0, from a linearized problem."""
    constant_part = 0.5 * gap * SIGMA_Z - energy * np.eye(2)
    companion = np.block([[np.zeros((2, 2)), np.eye(2)],
                          [-2 / c * constant_part, -2 / c * P * SIGMA_X]])
    return np.linalg.eigvals(companion)


def decay_constant(energy, gap, P, c=1.0):
    return np.max(np.abs(wavevectors(energy, gap, P, c).imag))


def exponent_numeric(gap, P, force, c=1.0, points=80):
    """2 * integral of kappa dx over the forbidden region."""
    nodes, weights = np.polynomial.legendre.leggauss(points)
    angle = 0.5 * np.pi * nodes
    half_width = gap / (2 * force)
    x = half_width * np.sin(angle)
    dx = half_width * np.cos(angle) * 0.5 * np.pi * weights
    kappa = np.array([decay_constant(force * xi, gap, P, c) for xi in x])
    return 2 * np.sum(kappa * dx)


def transmission_wave(gap, P, force, reach=20.0):
    """Current ratio from the stationary wave equation with c = 0.

    Components a, b are eigenvectors of sigma_x, so current = P(|a|^2-|b|^2).
    Start with a purely outgoing wave on the right and integrate leftwards.
    """
    half_gap = gap / 2
    x_end = reach * half_gap / force

    def slope(x, psi):
        a, b = psi
        local = force * x
        return [1j / P * (local * a - half_gap * b),
                1j / P * (half_gap * a - local * b)]

    small = reach - np.sqrt(reach**2 - 1)
    start = np.array([1.0, small], dtype=complex)
    solution = solve_ivp(slope, (x_end, -x_end), start, method="DOP853",
                         rtol=1e-10, atol=1e-12)
    assert solution.success
    a, b = solution.y[:, -1]
    # On the left: incident wave (1, -small), reflected wave (-small, 1).
    basis = np.array([[1.0, -small], [-small, 1.0]], dtype=complex)
    incident, reflected = np.linalg.solve(basis, np.array([a, b]))
    flux_unit = 1 - small**2
    transmitted = flux_unit
    incoming = abs(incident)**2 * flux_unit
    returned = abs(reflected)**2 * flux_unit
    assert abs(incoming - returned - transmitted) < 1e-5 * incoming
    return transmitted / incoming


# Model parameters
gap, m_r, force = 0.02, 0.025, 1.0e-4
P = coupling(gap, m_r)

# Band-edge masses by finite differences of the matrix eigenvalues
dk = 1e-4
H_small = (0.5 * gap * SIGMA_Z + P * dk * SIGMA_X + 0.5 * dk**2 * np.eye(2))
lower, upper = np.linalg.eigvalsh(H_small)
m_c = dk**2 / (2 * (upper - gap / 2))
m_v = dk**2 / (2 * (-gap / 2 - lower))
assert abs(m_c * (1 + 1 / (2 * m_r)) - 1) < 1e-4
assert abs(m_v * (-1 + 1 / (2 * m_r)) - 1) < 1e-4
assert abs((1 / m_c + 1 / m_v) * m_r - 1) < 1e-4

# Branch point: largest decay constant in the gap
peak = minimize_scalar(lambda e: -decay_constant(e, gap, P),
                       bounds=(-0.4 * gap, 0.4 * gap), method="bounded",
                       options={"xatol": 1e-10})
kappa_max, energy_branch = -peak.fun, peak.x
assert abs(kappa_max / np.sqrt(m_r * gap) - 1) < 1e-8
assert abs(energy_branch + m_r * gap / 2) < 1e-6

# The derived imaginary branches against the matrix eigenproblem
for fraction in (0.2, 0.6, 0.95):
    kap = fraction * np.sqrt(m_r * gap)
    root = 0.5 * np.sqrt(gap**2 - gap * kap**2 / m_r)
    for sign in (1, -1):
        branch_energy = -kap**2 / 2 + sign * root
        assert abs(decay_constant(branch_energy, gap, P) / kap - 1) < 1e-8

# Discarded large-k root at midgap
k_large = np.max(np.abs(wavevectors(0.0, gap, P).real))
assert k_large > 10 * kappa_max

# Tunnelling exponent, and its independence of the common k^2 term
B_formula = exponent_formula(gap, m_r, force)
B_numeric = exponent_numeric(gap, P, force)
B_other_c = exponent_numeric(gap, P, force, c=5.0)
assert abs(B_numeric / B_formula - 1) < 1e-6
assert abs(B_other_c / B_formula - 1) < 1e-6

# Gap scaling: fixed reduced mass versus fixed coupling
B_double_mass = exponent_numeric(2 * gap, coupling(2 * gap, m_r), force)
B_double_P = exponent_numeric(2 * gap, P, force)
power_mass = np.log2(B_double_mass / B_numeric)
power_P = np.log2(B_double_P / B_numeric)
assert abs(power_mass - 1.5) < 1e-5
assert abs(power_P - 2.0) < 1e-5

# Triangular barrier with the conduction-band parabola across the gap
B_triangle = 2 / force * quad(lambda u: np.sqrt(2 * m_c * u), 0, gap)[0]
assert abs(B_triangle * 3 * force / (4 * np.sqrt(2 * m_c) * gap**1.5) - 1) < 1e-6
for e in np.linspace(-0.49, 0.45, 20) * gap:
    assert decay_constant(e, gap, P) < np.sqrt(2 * m_c * (gap / 2 - e))

# Full wave equation at three forces: tests exponent and unit prefactor
wave_results = []
for f in (force, 2 * force, 4 * force):
    T_wave = transmission_wave(gap, P, f)
    T_formula = np.exp(-exponent_formula(gap, m_r, f))
    assert abs(T_wave / T_formula - 1) < 2e-3  # finite integration range
    wave_results.append((f, T_wave, T_formula))

# Unit conversions and the SI form of the exponent
hartree_J = const.physical_constants["Hartree energy"][0]
bohr_m = const.physical_constants["Bohr radius"][0]
gap_J = gap * hartree_J
field_SI = force * hartree_J / bohr_m / const.e
B_SI = (np.pi * np.sqrt(m_r * const.m_e) * gap_J**1.5
        / (2 * const.hbar * const.e * field_SI))
assert abs(B_SI / B_formula - 1) < 1e-6
width = gap / force

print(f"gap G = {gap:.4f} hartree")
print(f"gap G converted = {gap_J / const.e:.4f} eV")
print(f"reduced mass m_r = {m_r:.4f} electron masses")
print(f"force F = {force:.1e} hartree/bohr")
print(f"electric field converted = {field_SI / 1e8:.4f} MV/cm")
print(f"coupling P = {P:.5f} hartree bohr")
print(f"conduction mass m_c = {m_c:.5f} electron masses")
print(f"valence mass m_v = {m_v:.5f} electron masses")
for e in (-0.008, -0.004, 0.0, 0.004, 0.008):
    print(f"kappa at energy {e:+.3f} hartree = "
          f"{decay_constant(e, gap, P):.6f} 1/bohr")
print(f"largest kappa = {kappa_max:.6f} 1/bohr")
print(f"energy of largest kappa = {energy_branch:.3e} hartree")
print(f"discarded real k at midgap = {k_large:.4f} 1/bohr")
print(f"tunnelling width G/F = {width:.1f} bohr")
print(f"tunnelling width converted = {width * bohr_m * 1e9:.3f} nm")
print(f"area under kappa(energy) = {B_numeric * force / 2:.6e} hartree/bohr")
print(f"exponent B, numerical integral = {B_numeric:.6f} (no unit)")
print(f"exponent B, formula = {B_formula:.6f} (no unit)")
print(f"exponent B, numerical, c = 5 = {B_other_c:.6f} (no unit)")
print(f"exponent B, SI formula = {B_SI:.6f} (no unit)")
print(f"T = exp(-B) = {np.exp(-B_formula):.4e} (no unit)")
print(f"B for doubled gap, fixed m_r = {B_double_mass:.4f} (no unit)")
print(f"B for doubled gap, fixed P = {B_double_P:.4f} (no unit)")
print(f"gap power at fixed m_r = {power_mass:.5f} (no unit)")
print(f"gap power at fixed P = {power_P:.5f} (no unit)")
print(f"triangular-barrier exponent = {B_triangle:.4f} (no unit)")
print(f"triangular / two-band exponent = {B_triangle / B_formula:.4f} (no unit)")
print(f"triangular-barrier T = {np.exp(-B_triangle):.3e} (no unit)")
for f, T_wave, T_formula in wave_results:
    print(f"F = {f:.1e} hartree/bohr: T wave equation = {T_wave:.5e}, "
          f"exp(-B) = {T_formula:.5e}")
print("verified")
```

Printed output:

```
gap G = 0.0200 hartree
gap G converted = 0.5442 eV
reduced mass m_r = 0.0250 electron masses
force F = 1.0e-04 hartree/bohr
electric field converted = 0.5142 MV/cm
coupling P = 0.44721 hartree bohr
conduction mass m_c = 0.04762 electron masses
valence mass m_v = 0.05263 electron masses
kappa at energy -0.008 hartree = 0.013691 1/bohr
kappa at energy -0.004 hartree = 0.020696 1/bohr
kappa at energy +0.000 hartree = 0.022354 1/bohr
kappa at energy +0.004 hartree = 0.020287 1/bohr
kappa at energy +0.008 hartree = 0.013155 1/bohr
largest kappa = 0.022361 1/bohr
energy of largest kappa = -2.500e-04 hartree
discarded real k at midgap = 0.8947 1/bohr
tunnelling width G/F = 200.0 bohr
tunnelling width converted = 10.584 nm
area under kappa(energy) = 3.512407e-04 hartree/bohr
exponent B, numerical integral = 7.024815 (no unit)
exponent B, formula = 7.024815 (no unit)
exponent B, numerical, c = 5 = 7.024815 (no unit)
exponent B, SI formula = 7.024815 (no unit)
T = exp(-B) = 8.8953e-04 (no unit)
B for doubled gap, fixed m_r = 19.8692 (no unit)
B for doubled gap, fixed P = 28.0993 (no unit)
gap power at fixed m_r = 1.50000 (no unit)
gap power at fixed P = 2.00000 (no unit)
triangular-barrier exponent = 11.6383 (no unit)
triangular / two-band exponent = 1.6567 (no unit)
triangular-barrier T = 8.822e-06 (no unit)
F = 1.0e-04 hartree/bohr: T wave equation = 8.89561e-04, exp(-B) = 8.89532e-04
F = 2.0e-04 hartree/bohr: T wave equation = 2.98223e-02, exp(-B) = 2.98250e-02
F = 4.0e-04 hartree/bohr: T wave equation = 1.72717e-01, exp(-B) = 1.72699e-01
verified
```
